# The Ewald self-image energy of 14 electrons in a cubic cell: a program that tests the result

```python
"""
Result under test: a unit point charge in a simple cubic cell of side L, with
its periodic images and a uniform neutralizing background, has the self-image
constant xi = -2.837297/L. The Hartree-Fock energy of 14 electrons
(paramagnetic, seven doubly occupied plane waves) is, in hartree and bohr,
    E = 24 pi^2/L^2 - 25.5/(pi L) + 14 xi/2,  L = (4 pi 14/3)^(1/3) r_s.
psi(r): periodic potential of a unit charge with zero cell average.
alpha: Ewald splitting parameter. Lengths are in units of L unless stated.
"""
import itertools
import numpy as np
from scipy.special import erfc
from scipy.constants import physical_constants

pi = np.pi


def integer_vectors(nmax):
    return np.array(list(itertools.product(range(-nmax, nmax + 1), repeat=3)))


def ewald_constant(alpha, nmax=5):
    """Self-image constant times L."""
    n2 = (integer_vectors(nmax)**2).sum(axis=1)
    n2 = n2[n2 > 0].astype(float)
    n = np.sqrt(n2)
    real = np.sum(erfc(alpha * n) / n)
    reciprocal = np.sum(np.exp(-pi**2 * n2 / alpha**2) / (pi * n2))
    return real + reciprocal - pi / alpha**2 - 2 * alpha / np.sqrt(pi)


def ewald_potential(points, alpha=np.sqrt(pi), nmax=3):
    """psi at points inside the unit cell, excluding the origin."""
    total = np.full(len(points), -pi / alpha**2)
    for n in integer_vectors(nmax):
        distance = np.sqrt(((points - n)**2).sum(axis=1))
        total += erfc(alpha * distance) / distance
        n2 = float(n @ n)
        if n2 > 0:
            total += (np.exp(-pi**2 * n2 / alpha**2) / (pi * n2)
                      * np.cos(2 * pi * points @ n))
    return total


def cube_quadrature(order=20):
    """Points and weights for cubic-symmetric functions with a 1/r singularity.
    The cube is six equal pyramids with apex at the origin; one is sampled."""
    x, w = np.polynomial.legendre.leggauss(order)
    x, w = x / 2, w / 2
    u, v, t = np.meshgrid(x, x, x + 0.5, indexing="ij")
    wu, wv, wt = np.meshgrid(w, w, w, indexing="ij")
    points = np.stack([t * u, t * v, t / 2], axis=-1).reshape(-1, 3)
    return points, (6 * t**2 / 2 * wu * wv * wt).ravel()


def neutral_cube_sum(m, cube_integral):
    """Potential at the origin from (2m+1)^3 neutral cubes, own charge left out."""
    a = np.arange(-m, m + 1, dtype=float)**2
    r2 = a[:, None, None] + a[None, :, None] + a[None, None, :]
    r2[m, m, m] = np.inf
    return np.sum(1 / np.sqrt(r2)) - (2 * m + 1)**2 * cube_integral


def occupied_vectors(max_n2):
    n = integer_vectors(int(np.sqrt(max_n2)) + 1)
    return n[(n**2).sum(axis=1) <= max_n2]


def inverse_square_pair_sum(n):
    d2 = ((n[:, None, :] - n[None, :, :])**2).sum(axis=2)
    return np.sum(1.0 / d2[d2 > 0])


# Ewald constant: independence of the splitting parameter
xi = ewald_constant(np.sqrt(pi))
alphas = [1.5, 2.0, 2.5]
xi_values = [ewald_constant(a) for a in alphas]
assert np.allclose(xi_values, xi, rtol=0, atol=1e-11)
assert abs(xi + 2.837297) < 1e-6

# Ewald potential against its defining Fourier coefficients and small-r limit
points, weights = cube_quadrature()
psi = ewald_potential(points)
mean_psi = np.sum(weights * psi)
first_coefficient = np.sum(weights * psi * np.cos(2 * pi * points).mean(axis=1))
assert abs(mean_psi) < 1e-8
assert abs(first_coefficient - 1 / pi) < 1e-8
small_r = 0.01
near = ewald_potential(np.array([[small_r, 0.0, 0.0]]))[0] - 1 / small_r
assert abs(near - 2 * pi * small_r**2 / 3 - xi) < 1e-6

# Direct sum over neutral cubes; its truncation error falls as 1/width^2
cube_integral = np.sum(weights / np.sqrt((points**2).sum(axis=1)))
m_small, m_large = 30, 60
s_small = neutral_cube_sum(m_small, cube_integral)
s_large = neutral_cube_sum(m_large, cube_integral)
w_small, w_large = (2 * m_small + 1)**2, (2 * m_large + 1)**2
cube_limit = (s_large * w_large - s_small * w_small) / (w_large - w_small)
second_moment = -np.sum(weights * (points**2).sum(axis=1))
average_shift = -2 * pi / 3 * second_moment
xi_direct = cube_limit - average_shift
assert abs(xi_direct - xi) < 1e-6

# Factor N/2: the same lattice described with eight charges in a doubled cell
sites = np.array(list(itertools.product([0.0, 0.5], repeat=3)))
differences = np.array([a - b for a, b in itertools.combinations(sites, 2)])
energy_eight = np.sum(ewald_potential(differences)) + 8 * xi / 2
energy_from_single = 8 * (xi / 0.5) / 2
assert abs(energy_eight - energy_from_single) < 1e-9

# Hartree-Fock energy of 14 electrons, hartree and bohr
n_electrons, r_s = 14, 1.0
length = (4 * pi * n_electrons / 3)**(1 / 3) * r_s
occupied = occupied_vectors(1)
assert 2 * len(occupied) == n_electrons
pair_sum = inverse_square_pair_sum(occupied)
kinetic = 24 * pi**2 / length**2
exchange = -25.5 / (pi * length)
self_image = n_electrons * xi / (2 * length)
without_constant = kinetic + exchange
total = without_constant + self_image
assert abs(pair_sum - 25.5) < 1e-12


def density_matrix(r):
    """Cell volume times the one-spin density matrix, summed from plane waves."""
    return np.exp(2j * pi * r @ occupied.T).sum(axis=-1).real


step = 1e-3
shifts = step * np.vstack([np.eye(3), -np.eye(3)])
laplacian = (density_matrix(shifts).sum()
             - 6 * density_matrix(np.zeros(3))) / step**2
kinetic_numeric = -laplacian / length**2
assert abs(kinetic_numeric / kinetic - 1) < 1e-5  # finite-difference error
exchange_numeric = -np.sum(weights * density_matrix(points)**2 * psi) / length
assert abs(exchange_numeric - exchange) < 1e-7

# Infinite-system Hartree-Fock energy per electron and larger closed shells
fermi = (9 * pi / 4)**(1 / 3) / r_s
bulk_kinetic = 0.3 * fermi**2
bulk_exchange = -3 * fermi / (4 * pi)
table = []
for max_n2 in (1, 3, 6, 27):
    vectors = occupied_vectors(max_n2)
    count = 2 * len(vectors)
    side = (4 * pi * count / 3)**(1 / 3) * r_s
    bare = -inverse_square_pair_sum(vectors) / (pi * side * count)
    corrected = bare + xi / (2 * side)
    assert abs(corrected - bulk_exchange) < abs(bare - bulk_exchange)
    table.append((count, bare, corrected))

hartree_ev = physical_constants["Hartree energy in eV"][0]
print("Ewald sum with alpha = sqrt(pi)/L; all terms in units of 1/L")
for n2, multiplicity in zip(*np.unique(
        (integer_vectors(2)**2).sum(axis=1), return_counts=True)):
    if 1 <= n2 <= 4:
        n = np.sqrt(n2)
        real = multiplicity * erfc(np.sqrt(pi) * n) / n
        recip = multiplicity * np.exp(-pi * n2) / (pi * n2)
        print(f"  n^2={n2}, {multiplicity} vectors: real {real:.9f}, "
              f"reciprocal {recip:.9f}")
print(f"self-image constant xi: {xi:.9f} /L")
for a, value in zip(alphas, xi_values):
    print(f"  same with alpha = {a:.1f}/L: {value:.9f} /L")
print(f"cell average of psi by quadrature: {mean_psi:.1e} /L")
print(f"integral of 1/r over one cube: {cube_integral:.7f} L^2")
print(f"neutral-cube sum, {2*m_small+1} cubes per edge: {s_small:.7f} /L")
print(f"neutral-cube sum, {2*m_large+1} cubes per edge: {s_large:.7f} /L")
print(f"neutral-cube sum, extrapolated: {cube_limit:.7f} /L")
print(f"cell average to subtract: {average_shift:.7f} /L")
print(f"xi from neutral cubes: {xi_direct:.7f} /L")
print(f"eight charges, doubled cell (side 1): {energy_eight:.6f} e^2/side")
print(f"eight single cells (side 1/2): {energy_from_single:.6f} e^2/side")
print(f"electrons: {n_electrons}, r_s: {r_s:.1f} (dimensionless)")
print(f"cell side L: {length:.6f} bohr")
print(f"pair sum of 1/|n_i-n_j|^2, one spin: {pair_sum:.4f} (dimensionless)")
print(f"kinetic energy: {kinetic:.6f} hartree")
print(f"kinetic energy, finite differences: {kinetic_numeric:.6f} hartree")
print(f"exchange energy: {exchange:.6f} hartree")
print(f"exchange energy, real-space quadrature: {exchange_numeric:.6f} hartree")
print(f"HF energy without constant: {without_constant:.6f} hartree")
print(f"one constant e^2 xi: {xi/length:.6f} hartree")
print(f"self-image energy 14 e^2 xi/2: {self_image:.6f} hartree")
print(f"HF energy with constant: {total:.6f} hartree = "
      f"{total*hartree_ev:.4f} eV")
print(f"per electron without constant: "
      f"{without_constant/n_electrons:.6f} hartree")
print(f"per electron with constant: {total/n_electrons:.6f} hartree")
print(f"infinite system, kinetic per electron: {bulk_kinetic:.6f} hartree")
print(f"infinite system, exchange per electron: {bulk_exchange:.6f} hartree")
print(f"infinite system, HF per electron: "
      f"{bulk_kinetic+bulk_exchange:.6f} hartree")
print("exchange per electron in hartree at r_s = 1, closed shells:")
for count, bare, corrected in table:
    print(f"  N={count}: without constant {bare:.6f}, with {corrected:.6f}")
print("finished without a failed check")
```

It prints:

```
Ewald sum with alpha = sqrt(pi)/L; all terms in units of 1/L
  n^2=1, 6 vectors: real 0.073133293, reciprocal 0.082532504
  n^2=2, 12 vectors: real 0.003332599, reciprocal 0.003566553
  n^2=3, 8 vectors: real 0.000065330, reciprocal 0.000068500
  n^2=4, 6 vectors: real 0.000001605, reciprocal 0.000001665
self-image constant xi: -2.837297479 /L
  same with alpha = 1.5/L: -2.837297479 /L
  same with alpha = 2.0/L: -2.837297479 /L
  same with alpha = 2.5/L: -2.837297479 /L
cell average of psi by quadrature: 3.0e-15 /L
integral of 1/r over one cube: 2.3800774 L^2
neutral-cube sum, 61 cubes per edge: -2.3137056 /L
neutral-cube sum, 121 cubes per edge: -2.3137005 /L
neutral-cube sum, extrapolated: -2.3136987 /L
cell average to subtract: 0.5235988 /L
xi from neutral cubes: -2.8372975 /L
eight charges, doubled cell (side 1): -22.698380 e^2/side
eight single cells (side 1/2): -22.698380 e^2/side
electrons: 14, r_s: 1.0 (dimensionless)
cell side L: 3.885130 bohr
pair sum of 1/|n_i-n_j|^2, one spin: 25.5000 (dimensionless)
kinetic energy: 15.692780 hartree
kinetic energy, finite differences: 15.692729 hartree
exchange energy: -2.089223 hartree
exchange energy, real-space quadrature: -2.089223 hartree
HF energy without constant: 13.603557 hartree
one constant e^2 xi: -0.730297 hartree
self-image energy 14 e^2 xi/2: -5.112077 hartree
HF energy with constant: 8.491481 hartree = 231.0650 eV
per electron without constant: 0.971683 hartree
per electron with constant: 0.606534 hartree
infinite system, kinetic per electron: 1.104951 hartree
infinite system, exchange per electron: -0.458165 hartree
infinite system, HF per electron: 0.646785 hartree
exchange per electron in hartree at r_s = 1, closed shells:
  N=14: without constant -0.149230, with -0.514379
  N=54: without constant -0.261341, with -0.494175
  N=162: without constant -0.314856, with -0.476295
  N=1238: without constant -0.379542, with -0.461503
finished without a failed check
```
